# Wegner's relation between the conductivity and localization-length exponents: verification in Python

```python
"""Wegner's relation s = nu*(d-2) for noninteracting disordered electrons.

sigma ~ t**s      : conductivity on the metallic side, t = distance to transition
xi ~ |t|**(-nu)   : localization length on the insulating side
g                 : conductance of a cube of edge L in units e^2/h, per spin
beta = d ln g / d ln L, a function of g alone (one-parameter scaling)

Part 1 integrates complete flows and reads s and nu from separate limits.
Part 2 computes Landauer conductances of disordered lattice cubes.
Part 3 applies the law to rough parameters of phosphorus-doped silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


# ---------- Part 1: flow of the conductance ----------
def beta(log_g, dim, power):
    """Model flow: dim-2 at large g, ln g + constant at small g."""
    return (dim - 2) - np.logaddexp(0.0, -power * log_g) / power


def run_flow(dim, power, start):
    """Start at ln g = ln g_c + start, L = 1; stop far from criticality."""
    log_gc = brentq(beta, -20, 20, args=(dim, power), xtol=1e-15)

    def far_away(log_size, u):
        return abs(u[0]) - 60.0
    far_away.terminal = True
    sol = solve_ivp(lambda log_size, u: beta(log_gc + u, dim, power),
                    (0.0, 500.0), [start], method="DOP853",
                    rtol=1e-10, atol=1e-13, events=far_away)
    assert sol.status == 1
    return log_gc, sol.t[-1], sol.y[0, -1]


def log_sigma(dim, power, start):
    log_gc, log_size, u = run_flow(dim, power, start)
    return log_gc + u - (dim - 2) * log_size


def log_loc_length(dim, power, start):
    log_gc, log_size, u = run_flow(dim, power, -start)
    # 1/xi = -d ln g / dL = -beta/L in the exponential regime
    return log_size - np.log(-beta(log_gc + u, dim, power))


print("Flow test: s from sigma, nu from exponential decay")
for dim, power in ((3.0, 1), (3.0, 2), (2.5, 1), (4.0, 1)):
    near, nearer = 1e-4, 1e-5
    s_flow = (log_sigma(dim, power, near)
              - log_sigma(dim, power, nearer)) / np.log(near / nearer)
    nu_flow = -(log_loc_length(dim, power, near)
                - log_loc_length(dim, power, nearer)) / np.log(near / nearer)
    log_gc = run_flow(dim, power, near)[0]
    step = 1e-4
    slope = (beta(log_gc + step, dim, power)
             - beta(log_gc - step, dim, power)) / (2 * step)
    assert abs(s_flow - nu_flow * (dim - 2)) < 2e-3
    assert abs(nu_flow - 1 / slope) < 2e-3
    # amplitude of sigma from the regular part of the flow integral
    u_end = 80.0
    regular = quad(lambda u: 1 / beta(log_gc + u, dim, power) - 1 / (slope * u),
                   near, u_end, points=[0.1, 1.0, 10.0], limit=400)[0]
    exponent = (dim - 2) / slope
    log_amplitude = (log_gc + u_end - exponent * np.log(u_end)
                     - (dim - 2) * regular)
    flow_amplitude = log_sigma(dim, power, nearer) - exponent * np.log(nearer)
    assert abs(log_amplitude - flow_amplitude) < 2e-3
    print(f" d={dim:.1f} family {power}: s={s_flow:.4f} nu={nu_flow:.4f}"
          f" nu(d-2)={nu_flow*(dim-2):.4f} 1/beta'={1/slope:.4f}")
    print(f"   g_c={np.exp(log_gc):.4f}, sigma amplitude: integral"
          f" {np.exp(log_amplitude):.4f}, flow {np.exp(flow_amplitude):.4f}")

s_far = (log_sigma(3.0, 1, 0.5) - log_sigma(3.0, 1, 0.25)) / np.log(2)
print(f"Apparent s, d=3 family 1, start 0.25 to 0.5: {s_far:.3f}")


# ---------- Part 2: Landauer conductance of disordered cubes ----------
def plane_hopping(edge):
    ring = np.roll(np.eye(edge), 1, axis=0)
    ring = ring + ring.T
    one = np.eye(edge)
    return -(np.kron(ring, one) + np.kron(one, ring))


def conductance(random_sites, width):
    """Energy 0, hopping -1, periodic sideways; site energies width*random.

    Every end site is fed by its own perfect chain (self-energy -i).
    random_sites has shape (samples, edge, edge**2), values in [-1/2, 1/2].
    """
    edge = random_sites.shape[1]
    count = edge**2
    hopping = plane_hopping(edge)
    diagonal = np.arange(count)
    green = None
    for layer in range(edge):
        matrix = np.zeros((len(random_sites), count, count), complex)
        matrix -= hopping
        matrix[:, diagonal, diagonal] -= width * random_sites[:, layer]
        if layer in (0, edge - 1):
            matrix[:, diagonal, diagonal] += 1j
        if green is not None:
            matrix -= green
        green = np.linalg.inv(matrix)
        across = green if layer == 0 else across @ green
    return 4 * np.sum(np.abs(across)**2, axis=(1, 2))


rng = np.random.default_rng(12345)

# recursive result against inversion of the complete lattice matrix
edge = 4
trial = rng.random((1, edge, edge**2)) - 0.5
full = np.zeros((edge**3, edge**3), complex)
for z in range(edge):
    for x in range(edge):
        for y in range(edge):
            site = z * edge**2 + x * edge + y
            full[site, site] = 12.0 * trial[0, z, x * edge + y]
            if z in (0, edge - 1):
                full[site, site] -= 1j
            neighbours = [z * edge**2 + ((x + 1) % edge) * edge + y,
                          z * edge**2 + x * edge + (y + 1) % edge]
            if z < edge - 1:
                neighbours.append(site + edge**2)
            for other in neighbours:
                full[site, other] = full[other, site] = -1.0
full_green = np.linalg.inv(-full)
g_full = 4 * np.sum(np.abs(full_green[:edge**2, -edge**2:])**2)
assert abs(g_full / conductance(trial, 12.0)[0] - 1) < 1e-8

widths = np.array([8.0, 14.0, 16.5, 19.0, 25.0])
samples = {4: 2000, 6: 600, 8: 350}
log_g = {}
for edge, number in samples.items():
    sites = rng.random((number, edge, edge**2)) - 0.5
    log_g[edge] = np.array([np.log(conductance(sites, w)) for w in widths])
mean = {edge: data.mean(axis=1) for edge, data in log_g.items()}
error = {edge: data.std(axis=1, ddof=1) / np.sqrt(data.shape[1])
         for edge, data in log_g.items()}

print("Lattice cubes, mean ln g (standard error); W in hoppings")
print(" samples: " + ", ".join(f"L={e}: {n}" for e, n in samples.items()))
for k, w in enumerate(widths):
    print(f" W={w:4.1f}: " + ", ".join(
        f"L={e} {mean[e][k]:.3f}({error[e][k]:.3f})" for e in samples))
change = mean[8] - mean[4]
change_error = np.hypot(error[8], error[4])
assert change[0] > 3 * change_error[0]
assert change[-1] < -3 * change_error[-1]
assert abs(change[2]) < min(abs(change[0]), abs(change[-1]))

# the same disorder pattern is used at all W, so slopes are taken per sample
span = widths[3] - widths[1]
slope_mean, slope_error, line = {}, {}, {}
for edge in (4, 8):
    per_sample = (log_g[edge][3] - log_g[edge][1]) / span
    slope_mean[edge] = per_sample.mean()
    slope_error[edge] = per_sample.std(ddof=1) / np.sqrt(len(per_sample))
    line[edge] = np.polyfit(widths[1:4], mean[edge][1:4], 1)
assert (slope_mean[4] - slope_mean[8]
        > 2 * np.hypot(slope_error[4], slope_error[8]))
inverse_nu = np.log2(slope_mean[8] / slope_mean[4])
inverse_nu_error = np.hypot(slope_error[8] / slope_mean[8],
                            slope_error[4] / slope_mean[4]) / np.log(2)
crossing = (line[4][1] - line[8][1]) / (line[8][0] - line[4][0])
assert widths[0] < crossing < widths[-1]
g_critical = np.exp(np.polyval(line[4], crossing))
for edge in (4, 8):
    print(f" d(ln g)/dW at L={edge}: {slope_mean[edge]:.4f}"
          f" ({slope_error[edge]:.4f})")
print(f" Crossing of L=4 and L=8 lines: W={crossing:.2f}")
print(f" Typical g at crossing: {g_critical:.3f}")
print(f" 1/nu from slopes: {inverse_nu:.2f} ({inverse_nu_error:.2f}),"
      f" nu about {1/inverse_nu:.2f}")

# ---------- Part 3: rough parameters of phosphorus-doped silicon ----------
e, h, hbar, kB = const.e, const.h, const.hbar, const.k
n_c = 4e24                       # critical density, m^-3
mass_t, mass_l = 0.19, 0.92      # in electron masses
permittivity = 12.0
valleys = 6
nu = 1.6
s = nu * (3 - 2)
xi_0 = n_c**(-1 / 3)
mass_dos = (mass_l * mass_t**2)**(1 / 3) * const.m_e


def fermi_energy(density, valley_count):
    k_fermi = (3 * np.pi**2 * density / valley_count)**(1 / 3)
    return (hbar * k_fermi)**2 / (2 * mass_dos)


def level_density(density, valley_count):
    """States per energy and volume, both spins: dn/dE_F."""
    dn = 1e-4 * density
    return 2 * dn / (fermi_energy(density + dn, valley_count)
                     - fermi_energy(density - dn, valley_count))


def law_temperature(density, xi, sigma, valley_count):
    """Temperature at which kT equals hbar*D/xi^2."""
    diffusion = sigma / (e**2 * level_density(density, valley_count))
    return hbar * diffusion / xi**2 / kB


print("Doped silicon, rough inputs")
print(f" n_c={n_c*1e-6:.1e} cm^-3, nu={nu}, s={s:.1f},"
      f" xi_0={xi_0*1e9:.2f} nm")
print(f" masses {mass_t}, {mass_l} m_e; permittivity {permittivity:.0f};"
      f" valleys {valleys}")
sigma_0 = 2 * e**2 / h * g_critical / xi_0
print(f" 2e^2/h={2*e**2/h:.4e} S, sigma_0={sigma_0/100:.1f} S/cm")
for t in (0.05, 0.1, 0.25, 0.5):
    density = n_c * (1 + t)
    xi = xi_0 * t**(-nu)
    sigma = 2 * e**2 / h * g_critical / xi
    states = level_density(density, valleys)
    temperature = law_temperature(density, xi, sigma, valleys)
    assert abs(kB * temperature * np.pi * states * xi**3 / g_critical - 1) < 1e-8
    assert abs(states * 2 * fermi_energy(density, valleys)
               / (3 * density) - 1) < 1e-6
    coulomb = e**2 / (4 * np.pi * const.epsilon_0 * permittivity * xi)
    spacing = 1 / (states * xi**3)
    print(f" n={density*1e-6:.2e} cm^-3 (t={t}): xi={xi*1e9:.1f} nm,"
          f" sigma={sigma/100:.3f} S/cm")
    print(f"   T limit={temperature:.2e} K, Coulomb={coulomb/e*1e3:.3f} meV,"
          f" spacing={spacing/e*1e3:.2e} meV, ratio={coulomb/spacing:.0f}")

one_valley = law_temperature(density, xi, sigma, 1)
print(f" T limit at t={t} with one valley: {one_valley:.2e} K")
print(f" Length anisotropy sqrt(m_l/m_t)={np.sqrt(mass_l/mass_t):.2f}")
print(f" Fermi energy at n_c, six valleys:"
      f" {fermi_energy(n_c, valleys)/e*1e3:.2f} meV")
print(f" kT at 300 K: {kB*300/e*1e3:.2f} meV")
print("PASS")
```

Printed output:

```
Flow test: s from sigma, nu from exponential decay
 d=3.0 family 1: s=1.5820 nu=1.5820 nu(d-2)=1.5820 1/beta'=1.5820
   g_c=0.5820, sigma amplitude: integral 0.5248, flow 0.5248
 d=3.0 family 2: s=1.1565 nu=1.1565 nu(d-2)=1.1565 1/beta'=1.1565
   g_c=0.3956, sigma amplitude: integral 0.6933, flow 0.6933
 d=2.5 family 1: s=1.2708 nu=2.5415 nu(d-2)=1.2707 1/beta'=2.5415
   g_c=1.5415, sigma amplitude: integral 1.5059, flow 1.5058
 d=4.0 family 1: s=2.3130 nu=1.1565 nu(d-2)=2.3130 1/beta'=1.1565
   g_c=0.1565, sigma amplitude: integral 0.0967, flow 0.0967
Apparent s, d=3 family 1, start 0.25 to 0.5: 1.698
Lattice cubes, mean ln g (standard error); W in hoppings
 samples: L=4: 2000, L=6: 600, L=8: 350
 W= 8.0: L=4 0.515(0.007), L=6 0.954(0.008), L=8 1.217(0.009)
 W=14.0: L=4 -0.859(0.019), L=6 -0.574(0.031), L=8 -0.454(0.036)
 W=16.5: L=4 -1.476(0.025), L=6 -1.291(0.044), L=8 -1.338(0.057)
 W=19.0: L=4 -2.082(0.031), L=6 -2.180(0.058), L=8 -2.366(0.084)
 W=25.0: L=4 -3.489(0.041), L=6 -4.218(0.085), L=8 -5.364(0.123)
 d(ln g)/dW at L=4: -0.2446 (0.0040)
 d(ln g)/dW at L=8: -0.3824 (0.0157)
 Crossing of L=4 and L=8 lines: W=17.13
 Typical g at crossing: 0.197
 1/nu from slopes: 0.64 (0.06), nu about 1.55
Doped silicon, rough inputs
 n_c=4.0e+18 cm^-3, nu=1.6, s=1.6, xi_0=6.30 nm
 masses 0.19, 0.92 m_e; permittivity 12; valleys 6
 2e^2/h=7.7481e-05 S, sigma_0=24.2 S/cm
 n=4.20e+18 cm^-3 (t=0.05): xi=760.3 nm, sigma=0.200 S/cm
   T limit=2.35e-06 K, Coulomb=0.158 meV, spacing=3.23e-06 meV, ratio=48857
 n=4.40e+18 cm^-3 (t=0.1): xi=250.8 nm, sigma=0.608 S/cm
   T limit=6.44e-05 K, Coulomb=0.478 meV, spacing=8.86e-05 meV, ratio=5400
 n=5.00e+18 cm^-3 (t=0.25): xi=57.9 nm, sigma=2.632 S/cm
   T limit=5.01e-03 K, Coulomb=2.073 meV, spacing=6.90e-03 meV, ratio=300
 n=6.00e+18 cm^-3 (t=0.5): xi=19.1 nm, sigma=7.978 S/cm
   T limit=1.31e-01 K, Coulomb=6.284 meV, spacing=1.81e-01 meV, ratio=35
 T limit at t=0.5 with one valley: 4.34e-01 K
 Length anisotropy sqrt(m_l/m_t)=2.20
 Fermi energy at n_c, six valleys: 8.66 meV
 kT at 300 K: 25.85 meV
PASS
```
